# Why an Undamped Recoil Plasmon Pole Stops Losses Below Twice Its Energy

## The result and its reason

A free electron of kinetic energy $E<2E_p$ cannot excite an undamped plasmon pole of energy

$$W(q)=E_p+R,\qquad R=\frac{\hbar^2q^2}{2m}.$$

Here $E_p$ is the plasmon energy, $\hbar q$ the momentum given to the medium, $m$ the electron mass and $R$ the free-recoil energy. The pole has the energy of a particle of mass $m$ that carries an internal excitation $E_p$. Exciting it is therefore like a collision between equal masses, one of them at rest. Half of the incident kinetic energy stays in the motion of the centre of mass, and the other half must supply $E_p$. Hence $E/2\ge E_p$.

The statement assumes a uniform medium, initially in its ground state, with this pole as its sole means of taking up energy. The electron has $E=\hbar^2k^2/2m$, measured from the bottom of its parabolic band. Its final state must be empty, as in the conduction band of an insulator. In a metal the states below the Fermi energy are filled, which can raise the threshold above $2E_p$. The limit applies to the electron's kinetic energy, not to the size of a loss: a faster electron may lose less than $2E_p$ in one event.

With $E_p\approx20$ eV, the free-electron value for a resist resembling PMMA, the limit is about 40 eV. A simulation that uses this pole alone lets every slower electron travel without electronic loss. That is a consequence of the model. A broad loss peak removes it, as the estimate below shows.

## Derivation from the conservation laws

Let the electron's wave vector change from $\mathbf k$ to $\mathbf k-\mathbf q$, with angle $\theta$ between $\mathbf k$ and $\mathbf q$. Its energy loss is

$$\frac{\hbar^2k^2}{2m}-\frac{\hbar^2|\mathbf k-\mathbf q|^2}{2m}
=\frac{\hbar^2kq\cos\theta}{m}-\frac{\hbar^2q^2}{2m}.$$

Since $\sqrt{ER}=\hbar^2kq/2m$, the loss equals $2\sqrt{ER}\cos\theta-R$. Energy conservation sets it equal to the pole energy:

$$2\sqrt{ER}\cos\theta-R=E_p+R.$$

The left side is largest at $\cos\theta=1$, so an event requires

$$2R-2\sqrt{ER}+E_p\le0.$$

With $s=\sqrt R$, completing the square gives

$$2\left(s-\frac{\sqrt E}{2}\right)^2+E_p-\frac E2\le0.$$

The square cannot be negative, so $E\ge2E_p$ is necessary. It is also sufficient, because $s=\sqrt E/2$ then satisfies the condition. The allowed interval lies between

$$s_\pm=\frac{\sqrt E\pm\sqrt{E-2E_p}}{2},\qquad R_\pm=s_\pm^2.$$

At $E=2E_p$ the two ends meet at $R=E/4=E_p/2$, which means $q=k/2$. The loss is $3E_p/2$ and the electron keeps $E_p/2$. The event is collinear, and its rate is zero because the interval has no width.

An electron with $E$ slightly above $E_p$ has enough energy for the pole at $q=0$, yet cannot use it. A small momentum transfer can remove only a small energy, at most $2\sqrt{ER}-R$. To remove $E_p$ the electron must transfer a finite momentum, and that momentum raises the pole by $R$.

The centre-of-mass argument gives the same bound. After the event, two objects of mass $m$ share the momentum $\hbar k$. Their kinetic energy is least when they move together, and is then $\hbar^2k^2/[2(2m)]=E/2$. At most $E/2$ remains for internal excitation.

If the incident electron has band mass $rm$ while the pole is unchanged, the least final kinetic energy is $\hbar^2k^2/[2(1+r)m]=rE/(1+r)$. The available energy is $E/(1+r)$, and the threshold becomes $(1+r)E_p$.

Exciting two such poles at once does not evade the limit. Three equal masses then share the momentum, with kinetic energy at least $E/3$. The remaining $2E/3$ must supply $2E_p$, which requires $E\ge3E_p$.

## Other dispersions move the threshold

For a flat pole, $W=E_p$, the condition is

$$E_p\le2\sqrt{ER}-R=E-(\sqrt E-\sqrt R)^2.$$

The right side has its maximum $E$ at $R=E$. The threshold is $E_p$, reached when the electron gives up all its energy and momentum. Removing the recoil term from the pole thus removes the factor of two.

A second form is $W^2=E_p^2+R^2$. It also starts at $E_p$ and approaches $R$ at large $q$. Its condition is $\sqrt{E_p^2+R^2}\le2\sqrt{ER}-R$. When the right side is positive, squaring and cancelling $R^2$ gives

$$E_p^2\le4ER-4R\sqrt{ER}.$$

Put $R=Ey^2$. The right side becomes $4E^2(y^2-y^3)$, whose derivative vanishes at $y=2/3$. Its maximum is $16E^2/27$, so

$$E\ge\sqrt{\frac{27}{16}}\,E_p\approx1.30E_p.$$

The two recoil poles share the start $E_p$ at $q=0$ and the leading growth $R$ at large $q$, but have different thresholds. The factor of two therefore depends on how the model joins the plasmon to free recoil at intermediate momentum.

## How fast losses turn on

The rate needs the strength of the pole. Let $\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$ for the $N$ electrons of the medium. Their Hamiltonian $H$ contains kinetic energy and potentials that depend on position alone. The factor $e^{i\mathbf q\cdot\mathbf r_j}$ shifts $\mathbf p_j$ by $\hbar\mathbf q$, so

$$[H,\rho_{\mathbf q}]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}
\left(\frac{\hbar\mathbf q\cdot\mathbf p_j}{m}+R\right).$$

Using $[e^{-i\mathbf q\cdot\mathbf r_j},\mathbf p_j]=\hbar\mathbf q\,e^{-i\mathbf q\cdot\mathbf r_j}$, a second commutator gives

$$[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]
=N\frac{\hbar^2q^2}{m}=2NR.$$

Take its ground-state average, with excitation energies $E_n$ measured from the ground state. The terms in which $H$ acts directly on the ground state vanish. The other two are the sums of $E_n|\langle n|\rho_{\mathbf q}|0\rangle|^2$ for $\mathbf q$ and $-\mathbf q$, which are equal in an isotropic medium. Hence

$$\sum_nE_n|\langle n|\rho_{\mathbf q}|0\rangle|^2=NR.$$

If one pole carries the whole sum, its squared matrix element is $NR/W$.

The incident electron couples to $\rho_{\mathbf q}$ through $V_q/\Omega$, where $V_q=e^2/(\varepsilon_0q^2)$ and $\Omega$ is the volume. At leading order, with the incident electron treated as distinguishable, the golden rule contains $V_q^2nR/W$, where $n=N/\Omega$. Since $E_p^2=\hbar^2ne^2/(\varepsilon_0m)$,

$$nV_qR=\frac{\hbar^2ne^2}{2\varepsilon_0m}=\frac{E_p^2}{2}.$$

The rate is therefore

$$\Gamma=\frac{2\pi}{\hbar}\int\frac{d^3q}{(2\pi)^3}\,V_q\frac{E_p^2}{2W}\,
\delta(2\sqrt{ER}\cos\theta-R-W).$$

Write $d^3q=2\pi q^2\,dq\,d(\cos\theta)$. The angular integral of the delta function gives $1/(2\sqrt{ER})=m/(\hbar^2kq)$. With the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, this becomes

$$\Gamma=\frac{E_p^2}{a_0\hbar k}\int_{q_-}^{q_+}\frac{dq}{qW}.$$

Here $q_\pm$ correspond to $R_\pm$. Dividing by the speed $\hbar k/m$ gives the inverse mean free path. Then $\hbar^2k^2/m=2E$ and $dq/q=dR/(2R)$ lead to

$$\frac1\lambda=\frac{E_p^2}{4a_0E}\int_{R_-}^{R_+}\frac{dR}{R(E_p+R)}.$$

Partial fractions, $1/[R(E_p+R)]=[1/R-1/(E_p+R)]/E_p$, give

$$\frac1\lambda=\frac{E_p}{4a_0E}\ln\frac{R_+(E_p+R_-)}{R_-(E_p+R_+)}.$$

Define $u=\sqrt{1-2E_p/E}$, so that $s_\pm=\sqrt E(1\pm u)/2$. At each end of the interval $E_p+R=2\sqrt{ER}-R=s(2\sqrt E-s)$, and hence

$$\frac{R_\pm}{E_p+R_\pm}=\frac{s_\pm}{2\sqrt E-s_\pm}=\frac{1\pm u}{3\mp u}.$$

The result is

$$\frac1\lambda=\frac{E_p}{4a_0E}L,\qquad
L=\ln\frac{(1+u)(3+u)}{(1-u)(3-u)}.$$

Just above threshold $L\approx2u+2u/3=8u/3$ and $E_p/E\to1/2$, so $1/\lambda\to u/(3a_0)$: losses begin as a square root. For $E\gg E_p$, $1-u\approx E_p/E$ and $1/\lambda\to E_p\ln(4E/E_p)/(4a_0E)$. The inverse path thus rises from zero and later falls, with a maximum between.

The same weight gives the mean loss. Multiplying the integrand by $W=E_p+R$ leaves $1/R$, so

$$\langle W\rangle=\frac{\int dR/R}{\int dR/[R(E_p+R)]}
=\frac{E_p}{L}\ln\frac{R_+}{R_-}.$$

## An 80 eV electron in a PMMA-like resist

Take a rough density of 1.19 g/cm³, a repeat unit C₅H₈O₂ of molar mass 100.12 g/mol, and 40 valence electrons per unit. The valence density is

$$n=\frac{1.19\times40}{100.12}N_A=2.86\times10^{23}\ \mathrm{cm^{-3}},$$

where $N_A$ is Avogadro's constant. This gives $E_p=19.87$ eV and a threshold of 39.74 eV, or $6.37\times10^{-18}$ J. The second decimal serves the arithmetic; the inputs do not justify it physically.

An energy of 80 eV is a rough value for a fast photoelectron released by an extreme-ultraviolet photon of about 92 eV. Then $u=\sqrt{1-39.74/80}=0.709$, and

$$R_\pm=\frac{80(1\pm0.7094)^2}{4}\ \mathrm{eV},$$

so $R$ runs from 1.69 to 58.44 eV. Adding $E_p$ gives losses from 21.56 to 78.31 eV. The smallest is well below $2E_p$, which illustrates the difference between a limit on the electron's energy and one on its loss.

With $L=2.254$ and $a_0=0.05292$ nm,

$$\frac1\lambda=\frac{19.87}{4(0.05292)(80)}\times2.254
=2.64\ \mathrm{nm^{-1}},$$

or $\lambda=0.378$ nm. The mean loss is $19.87\ln(58.44/1.69)/2.254=31.2$ eV, leaving 48.8 eV.

The electron can suffer at most two such losses. The first leaves at most $80-21.56=58.44$ eV. This is below $3E_p=59.6$ eV, and any further loss exceeds $E_p$, so the second leaves less than $2E_p$. The electron then keeps its remaining energy indefinitely within this model.

## What damping does

A real electronic peak has a width. To represent it, let $W'$ be the energy lost and replace the sharp strength $(\pi/2)(E_p^2/W)\delta(W'-W)$ by

$$S(q,W')=\frac{E_p^2\gamma W'}{(W^2-W'^2)^2+\gamma^2W'^2},$$

where $\gamma$ is an energy width. Near a narrow peak $W^2-W'^2\approx2W(W-W')$, so

$$S\approx\frac{E_p^2}{W}\,\frac{\gamma/4}{(W-W')^2+\gamma^2/4}.$$

The last fraction has area $\pi/2$, which recovers the sharp pole as $\gamma\to0$.

The width also preserves the total strength. Dividing numerator and denominator by $W'^2$ gives

$$\int_0^\infty W'S\,dW'
=E_p^2\int_0^\infty\frac{\gamma\,dW'}{(W'-W^2/W')^2+\gamma^2}.$$

Substituting $W'\to W^2/W'$ gives the same integral with an extra factor $W^2/W'^2$. Averaging the two forms and setting $y=W'-W^2/W'$ yields

$$\frac{E_p^2}{2}\int_{-\infty}^{\infty}\frac{\gamma\,dy}{y^2+\gamma^2}
=\frac{\pi E_p^2}{2},$$

the value for the sharp pole.

In the rate, the angle now selects $W'$ instead of fixing $W'=W$. The earlier steps give

$$\frac1\lambda=\frac1{\pi a_0E}\int\frac{dq}{q}
\int_{W_{\min}}^{2\sqrt{ER}-R}S(q,W')\,dW',$$

with $W_{\min}$ the smallest permitted electronic loss and $q$ restricted to values for which the upper limit exceeds it.

Below $2E_p$ the electron uses the low-energy wing of the peak. By the completed square, the distance from an allowed loss to the pole satisfies

$$W-W'\ge2\left(s-\frac{\sqrt E}{2}\right)^2+E_p-\frac E2
\ge E_p-\frac E2.$$

For $\gamma$ much smaller than this distance, $S$ is proportional to $\gamma$, and so is the rate. It vanishes for an undamped pole. At 30 eV the least distance is $19.87-15=4.87$ eV. With a half-width of 6 eV the wing remains appreciable at this distance and well beyond it, so the forbidden region fills in. In the damped model tabulated below, about 60% of the rate at 30 eV comes from losses more than 10 eV below the pole.

The table compares the sharp pole with the damped model at a fixed rough width of 12 eV and a fixed rough minimum loss of 5 eV. The damped values come from numerical integration over momentum transfer and loss.

| Electron energy (eV) | Path, sharp pole (nm) | Path, damped model (nm) |
|---:|---:|---:|
| 30 | infinite | 0.93 |
| 45 | 0.51 | 0.52 |
| 60 | 0.37 | 0.44 |
| 80 | 0.38 | 0.44 |

At 60 and 80 eV the damped path is about 17% longer than the sharp-pole path. At 30 eV the change is one of kind: an infinite path becomes one of about a nanometre. Agreement at higher energy therefore does not justify using the sharp pole below its threshold.

## How far the model can be trusted

PMMA is amorphous, has an electronic gap and shows a broad loss peak at roughly 20 eV. The assumed density and plasmon energy are of the right size for it, but a single free-electron pole omits its molecular transitions. Damping replaces the infinite path at 30 eV by about 0.9 nm for the width and gap chosen here. That length is an estimate: widths of 8 to 16 eV and minimum losses of 3 to 8 eV give paths from 0.7 to 1.4 nm. This range does not cover a further fault of the model. A pole that starts at $E_p$ and carries the whole strength gives $1-1/\varepsilon=E_p^2/W^2=1$ for the static dielectric constant at $q\to0$, the complete screening of a metal. For PMMA, with refractive index near 1.49, the electronic value is about 0.55. A single pole $W_0+R$ that keeps the total strength and matches this value starts at $W_0=E_p/\sqrt{0.55}\approx27$ eV, above the observed peak. Its threshold is $2W_0\approx54$ eV, its undamped path at 80 eV is 0.68 nm, and its damped path at 30 eV is 3.0 nm for the width and minimum loss of the table. No single pole matches the peak position, the total strength and the static screening together.

Dispersion and band structure move the threshold itself. For the same $E_p$, the flat pole gives 19.9 eV and the form $W^2=E_p^2+R^2$ gives 25.8 eV. With the same total strength and no damping, these two poles give paths of 0.12 and 0.29 nm at 30 eV, where the original pole gives an infinite one. With the damping and minimum loss of the table they give 0.16 and 0.32 nm, against 0.93 nm for the original pole. At this energy the choice of dispersion therefore changes the path more than the ranges of width and minimum loss tried above. An incident band mass of $0.8m$ with the original pole gives 35.8 eV. Disorder can absorb momentum and weaken the momentum condition. If it did so completely, energy conservation alone would leave the bound $E\ge E_p$.

The absolute paths are uncertain too. At 80 eV the undamped flat pole gives 0.16 nm and the form $W^2=E_p^2+R^2$ gives 0.28 nm, against 0.38 nm for the original pole. These shorter values do not show where the real path lies. The flat pole needs a weight per electron $R/W$ of up to 14 at this energy, whereas the physical weight tends to 1 at large $q$. The empirical TPP-2M formula, with the same density and a gap of 5 to 7 eV, gives about 0.7 nm at 80 eV, nearly twice the path of the original pole. The leading-order treatment is controlled by $e^2/(4\pi\varepsilon_0\hbar v)$, with $v$ the electron speed. This is 0.41 at 80 eV and 0.59 at threshold, neither of which is small.

Exchange can be sized only roughly. For a target electron at rest the direct amplitude varies as $1/q^2$ and the exchange amplitude as $1/|\mathbf k-\mathbf q|^2$, which is close to $1/k^2$ when $q\ll k$. For small $q/k$ this suggests an exchange amplitude $x=q^2/k^2=R/E$ times the direct one. For unpolarized spins, one quarter of the pairs are singlets and three quarters triplets, so the rate is multiplied by

$$\frac{(1+x)^2+3(1-x)^2}{4}=1-x+x^2.$$

Averaged numerically over the pole events at 80 eV, this small-$q$ form gives 0.90, a reduction of about 10%. About a tenth of the direct rate there comes from events with $q>|\mathbf k-\mathbf q|$, for which the form is not justified. Keeping $x=q^2/|\mathbf k-\mathbf q|^2$ and counting only events with $q<|\mathbf k-\mathbf q|$, so that each pair of final electrons is counted once, gives 0.80 instead. The small-$q$ form also fails at threshold, where $q=|\mathbf k-\mathbf q|=k/2$: the two amplitudes are then equal, $x=1$, and the factor returns to 1. Exchange does not alter the conservation laws that set the threshold.

Relativity and temperature matter far less. At 80 eV the kinetic energy is $1.6\times10^{-4}$ of the rest energy. At 300 K the thermal energy is 0.026 eV, about $10^{-3}E_p$, so thermally excited plasmons are negligible. Vibrational losses are absent from both models and remain possible for slow electrons.

## What to do in a resist calculation

First check whether the transport code uses an undamped pole with the full recoil term. If it does, a sudden loss of electronic stopping near $2E_p$ comes from the model and should not be read as a material threshold. Nor should $2E_p$ be chosen as the energy at which electrons are stopped and their remaining energy is deposited on the spot. In the damped estimate such electrons can still move and excite the resist while their energy exceeds the smallest permitted loss, although the path grows to about 4 nm at 10 eV and without bound as the energy falls to that loss. The widths and minimum losses varied above give 2 to 25 nm at 10 eV, so this length is only an order of magnitude.

For electrons below or near $2E_p$, use a loss function with a finite width and a lower limit set by the material's gap. Include vibrational losses if the electrons are followed to low energy. Then vary the width and the dispersion within the range that the material data allow. If the predicted blur or the number of chemical events changes strongly, the low-energy loss model limits the prediction, and better high-energy paths will not cure it.

Energies must also share one reference. The $E$ in the threshold is kinetic energy above the band bottom, whereas an energy quoted from the vacuum level differs by the offset between the two. That offset should be applied before an electron is compared with $2E_p$.
